Long-time diffusivity of a chain with random symmetric bond rates

## First half: from the bond rates to the diffusivity

### A factor of 3.3

A model oxidant molecule hops along a row of cages 4.0 Å apart. The barriers between cages are spread evenly from 0.80 to 1.20 eV, the thermal energy is 0.10 eV and the attempt rate is 1.0 × 10¹³ s⁻¹. The mean hopping rate is then 8.23 × 10⁸ s⁻¹, and multiplying it by the squared spacing gives 1.32 × 10¹⁰ Å²/s. The diffusivity that governs long times is 4.01 × 10⁹ Å²/s, smaller by a factor of 3.29. Both numbers are diffusivities of the same chain. The larger one, an average over the possible starting cages, holds for the first instants after the molecule is placed in a cage, the smaller one after it has crossed many bonds. What has to be averaged at long times is the reciprocal of the rate.

### Model and conventions

The sites are at x = na, where n is any integer and a is the spacing. Bond n joins sites n and n+1. A walker on either end of bond n crosses it at the rate w_n, the same in both directions. This equality is what "symmetric" means here. For thermally activated hopping it holds when all sites have the same energy, so that the barrier is equally high from both sides, and the attempt rate for a bond is the same from both of its ends.

The rate w_n belongs to one bond and one direction. The total rate of leaving site n is w_n + w_{n−1}, which in a uniform chain is 2w.

The rates are drawn independently from one distribution and then stay fixed in time. Two properties of the distribution are assumed:

0 < w_n ≤ w_max

R = ⟨1/w⟩ < ∞

The brackets denote the average over bonds. The case of infinite R is taken up in the second half. There is one walker, or equivalently many walkers so dilute that they do not influence each other, and it starts at site 0. The symbol E[…] is the average over the random hops in a given chain. The algebra is in atomic units with k_B = 1, so that a temperature T is an energy; ħ does not appear in the results.

The diffusivity is defined through the mean square displacement,

D = lim E[x²]/(2t) for t → ∞.

The claim is that for almost every chain, meaning with probability one over the draw of the rates,

D = a²/R = a²/⟨1/w⟩.  (1)

The equality refers to the limit. At finite times E[x²]/(2t) can differ from D, as the opening numbers show.

### How averages change in time

Let p_n(t) be the probability of finding the walker on site n. It gains from the two neighbours and loses to them:

dp_n/dt = w_n(p_{n+1} − p_n) + w_{n−1}(p_{n−1} − p_n).  (2)

Let f_n be some function of the site. Its average is E[f] = Σ_n f_n p_n, and its time derivative follows from (2):

dE[f]/dt = Σ_n f_n [w_n p_{n+1} + w_{n−1} p_{n−1} − (w_n + w_{n−1}) p_n].

In the first term the summation index is lowered by one, which turns f_n w_n p_{n+1} into f_{n−1} w_{n−1} p_n. In the second it is raised by one, which turns f_n w_{n−1} p_{n−1} into f_{n+1} w_n p_n. All terms now carry p_n, and

dE[f]/dt = Σ_n p_n (Lf)_n = E[Lf],  (3)

(Lf)_n = w_n(f_{n+1} − f_n) − w_{n−1}(f_n − f_{n−1}).  (4)

The sums are infinite, so the exchange of derivative and sum and the shifts of index need a justification. The bound w_max supplies it. Let a clock tick at random with rate 2w_max. At each tick, let the walker on site n step right with probability w_n/(2w_max), step left with probability w_{n−1}/(2w_max), and otherwise stay. The two probabilities add up to at most one, and the resulting hopping rates are w_n and w_{n−1}, as required. The walker moves at most one site per tick, so |n| is never larger than the number of ticks. That number has a Poisson distribution, whose moments are all finite. For all times up to some t₁, p_n(t) is therefore at most the probability of |n| or more ticks before t₁, and this falls faster than any power of |n|. The sums converge absolutely and uniformly in time if |f_n| grows no faster than a power of |n|. Equation (3) holds for all such f.

### The first instants

For f_n = n² the differences are f_{n+1} − f_n = 2n + 1 and f_n − f_{n−1} = 2n − 1, so that

(Ln²)_n = w_n(2n + 1) − w_{n−1}(2n − 1).

At the starting site n = 0 this equals w_0 + w_{−1}. Integrating (3) over a short time gives

E[n²] = (w_0 + w_{−1})t + O(t²).  (5)

The coefficient of the t² term is bounded by a multiple of w_max², whatever the chain, so (5) may be averaged over the disorder. Each of the two bonds contributes ⟨w⟩, and E[x²]/(2t) starts from

D_short = a²⟨w⟩.  (6)

The walker has so far sampled the two bonds next to it, in parallel: it leaves through whichever opens first, and the two rates add.

At later times (5) is of no direct help. The right side of (3) for f = n² contains the terms 2n(w_n − w_{n−1}), whose average depends on how the probability is distributed relative to the fast and slow bonds. The way out is to replace n² by another function whose average can be found without knowing p_n.

### A function with a known average

We look for a function q_n with

(Lq)_n = 2 for every n, and q_0 = 0.  (7)

Define J_n = w_n(q_{n+1} − q_n). By (4), the condition (7) reads J_n − J_{n−1} = 2. The solutions are J_n = 2n + c with a constant c. We choose c = 1, which makes J_n twice the midpoint n + 1/2 of the bond and treats left and right alike. Then

q_{n+1} − q_n = (2n + 1)/w_n.  (8)

Summing from site 0 to the right gives, for m > 0,

q_m = Σ_{k=0}^{m−1} (2k + 1)/w_k.  (9)

To the left, (8) with n = −j reads q_{−j+1} − q_{−j} = (1 − 2j)/w_{−j}, that is, q_{−j} = q_{−j+1} + (2j − 1)/w_{−j}. Hence

q_{−m} = Σ_{j=1}^{m} (2j − 1)/w_{−j}.  (10)

All terms are positive. In a uniform chain the odd numbers add up to m², and q_n = n²/w. In a random chain q_n is a squared distance in which each bond is weighted by its own reciprocal rate.

It is shown below that q_n grows like n² when R is finite. Equation (3) then applies to it and gives dE[q]/dt = 2. Since the walker starts where q = 0,

E[q] = 2t.  (11)

This holds at every time t and not merely at long ones, in each chain for which q_n is bounded by a power of |n|. The disorder has been moved out of the dynamics and into the known function q_n.

### How q grows

Write r_k = 1/w_k, and let S_m = r_0 + r_1 + … + r_{m−1} with S_0 = 0. The law of large numbers states that S_m/m → R with probability one. Equivalently, with δ_m = S_m − Rm, for every η > 0 there is a finite constant C, depending on the chain, such that

|δ_m| ≤ ηm + C for all m ≥ 0.  (12)

The sum (9) weights the reciprocals unequally, so it has to be expressed through S_m. With r_k = S_{k+1} − S_k,

q_m = Σ_{k=0}^{m−1} (2k + 1)S_{k+1} − Σ_{k=0}^{m−1} (2k + 1)S_k.

Renaming k + 1 as k in the first sum makes it Σ_{k=1}^{m} (2k − 1)S_k. Its last term is (2m − 1)S_m. For k from 1 to m − 1 the two sums combine with the coefficient (2k − 1) − (2k + 1) = −2, and the term with S_0 vanishes:

q_m = (2m − 1)S_m − 2 Σ_{k=1}^{m−1} S_k.  (13)

Insert S_k = Rk + δ_k. The part proportional to R is

R[(2m − 1)m − m(m − 1)] = R[2m² − m − m² + m] = Rm².

The remainder is (2m − 1)δ_m − 2Σδ_k. By (12) its magnitude is at most

2m(ηm + C) + 2(ηm²/2 + Cm) = 3ηm² + 4Cm.

The last term can be absorbed. The square of √η m − 2C/√η is not negative, which means 4Cm ≤ ηm² + 4C²/η. With ε = 4η and K = 4C²/η,

|q_m − Rm²| ≤ εm² + K.  (14)

On the left side the weights 2j − 1 for j = 1, 2, … are the same odd numbers, so the same argument applies to the reciprocals r_{−1}, r_{−2}, …. Taking the larger of the two constants K makes (14) valid for all sites, positive and negative. In particular q_n grows no faster than n², which is the condition needed for (11).

In a random chain with 400,000 thermal bonds on each side of the start, q_n/(n²R) at the two ends is 0.9996 and 1.0002.

### The limit

Let ε be smaller than R. Inequality (14) says that

(R − ε)n² − K ≤ q_n ≤ (R + ε)n² + K

on every site. Averaging over the walk and using E[q] = 2t gives

(R − ε)E[n²] − K ≤ 2t ≤ (R + ε)E[n²] + K.

Solved for E[n²] and divided by t, this becomes

(2 − K/t)/(R + ε) ≤ E[n²]/t ≤ (2 + K/t)/(R − ε).  (15)

As t → ∞ at fixed ε, the terms K/t vanish, and E[n²]/t ends up between 2/(R + ε) and 2/(R − ε). Since ε can be chosen as small as desired,

E[n²]/t → 2/R.

Multiplication by a²/2 gives (1).

The disorder entered through one property, the convergence of S_m/m to R on both sides of the start. Independence of the bonds is a convenient way to guarantee it, but correlated rates are covered too if the running averages of 1/w converge to the same R in both directions. A periodic chain is an example, with R the average over one period.

### The average over chains

A calculation may average E[n²] over many random chains before taking the long-time limit. The result is the same. Every r_k is at least 1/w_max, so (9) and (10) give q_n ≥ n²/w_max. With E[q] = 2t it follows that

E[n²]/t ≤ 2w_max  (16)

in every chain and at every time. A quantity that stays below a fixed bound and converges with probability one also converges in the mean, by the dominated convergence theorem. The disorder average of E[n²]/t therefore tends to 2/R.

### Why disorder slows the long-time motion

The two diffusivities (1) and (6) are ordered. The Cauchy–Schwarz inequality applied to √w and 1/√w gives

1 = ⟨√w · 1/√w⟩² ≤ ⟨w⟩⟨1/w⟩,

and hence a²/⟨1/w⟩ ≤ a²⟨w⟩. Equality requires √w to be proportional to 1/√w, which means that all rates are equal. Any spread of the rates makes the long-time diffusivity smaller than the initial one averaged over the starting sites. From a single site between two slow bonds, the initial value can lie below D. A fast bond helps little once the walker must travel far, because the walker crosses it back and forth while it waits to get over the slow bonds on either side.

## Second half: resistances, thermal barriers and use

### Symbols and results carried over

Sites lie at x = na, and bond n between sites n and n+1 is crossed at rate w_n in each direction. The rates are random, fixed in time and at most w_max. E[…] averages over the walk in one chain, ⟨…⟩ over bonds, and R = ⟨1/w⟩. Temperatures T are energies. The first half showed that the function with q_0 = 0 and

w_n(q_{n+1} − q_n) = 2n + 1

has the average E[q] = 2t when the walker starts at site 0, that q_n/n² approaches R at large |n|, and that for finite R the diffusivity is D = a²/R. At the first instants the disorder-averaged value of E[x²]/(2t) is a²⟨w⟩ instead.

### Steady flow: resistances in series

A diffusivity can also be read from a steady flux through a film. Take N bonds, 0 to N − 1, and hold the occupations p_0 and p_N of the end sites fixed. In a steady state no site gains or loses walkers, so the same current j passes through every bond:

j = w_n(p_n − p_{n+1}), or p_n − p_{n+1} = j/w_n.

Adding this over all bonds leaves the end values on the left:

p_0 − p_N = j Σ_{n=0}^{N−1} 1/w_n.  (17)

The reciprocal rates act as resistances in series. To read off a diffusivity, note that the number of walkers per length is p/a and the film thickness is Na. Fick's law then states j = D_N (p_0 − p_N)/(Na²), and with (17)

D_N = a² N/Σ_{n=0}^{N−1}(1/w_n).  (18)

This holds for every N, without a limit. As N grows, the average reciprocal tends to R and D_N tends to D. The flux measurement and the spreading of a single walker thus give the same diffusivity for long chains.

The derivation also shows where the result stops. If the sites had different energies, the current would no longer be w_n times the difference of occupations, and (17) would not follow. If the network offered parallel routes, the current would divide among them, and the same j would no longer pass through each bond. Two bonds side by side between the same two sites carry (w₁ + w₂) times the difference of occupations, so there the rates add. Equation (1) therefore describes a single channel without branches, and it is not a formula for a three-dimensional network.

### A periodic chain and the decay of long waves

If the rates repeat after N bonds, D can also be found from the decay of a density wave. Let p_n = e^{−λt}φ_n with φ_{n+N} = e^{iθ}φ_n, where θ = kNa is small and k is the wave number. The current through bond n is j_n = w_n(φ_n − φ_{n+1}), and the master equation becomes

j_n − j_{n−1} = λφ_n.  (19)

Multiplying by the complex conjugate of φ_n and summing over one cell gives λ Σ|φ_n|² = Σ w_n|φ_{n+1} − φ_n|². The lowest λ is the minimum of the ratio of these two sums. The trial function e^{iθn/N} shows that it is at most of order θ². The differences of φ within a cell are then of order θ, and by (19) the currents in a cell differ by order θ² from a common value j.

To leading order, the sum of φ_n − φ_{n+1} = j_n/w_n over the cell is

φ_0(1 − e^{iθ}) ≈ −iθφ_0 = j Σ1/w_n.

The sum of (19) over the cell is (e^{iθ} − 1)j ≈ iθj = λNφ_0. Inserting j from the line above,

λ = iθ(−iθ)/(N Σ1/w_n) = θ²/(N Σ1/w_n) = k²a² N/Σ(1/w_n).

This is λ = Dk² with the series formula for D. For a random cell of 12 bonds, the decay rate of a long wave and the series sum both give 0.5937, in units of a² times the rate at the middle barrier; at θ = 0.02 the relative difference is below 10⁻⁵, and it grows as θ².

### When the mean reciprocal is infinite

If very slow bonds are so frequent that R is infinite, then D = 0. To show this, replace each reciprocal 1/w_k by the smaller of 1/w_k and a cap c. The capped reciprocals have a finite mean R_c, which grows without limit as c grows. Capping can only lower q_n, so the growth law applied to the capped chain gives, for any chosen M and a sufficiently large c,

q_n ≥ Mn² − K.  (20)

Now q_n itself may grow faster than any power, and E[q] = 2t is not assured. Let the walker therefore be frozen as soon as it reaches site B or −B. The sums are then finite, and E[q] grows at the rate 2 times the probability of not yet being frozen. So E[q] ≤ 2t, and by (20) the frozen walker has E[n²] ≤ (2t + K)/M. As B → ∞ the probability of freezing before time t vanishes, and since |n| is bounded by a Poisson count with finite moments, the bound carries over to the free walker. Dividing by t and letting t → ∞ gives a limit of at most 2/M for every M, which is zero.

An example is w = u², in units of the largest rate, with u uniform between 0 and 1. Then ⟨1/w⟩ is the integral of u⁻² down to u = 0, which diverges. Averaged over 60 random chains, E[n²]/(2t) is 0.169, 0.081 and 0.036 at t = 10, 100 and 1000. The standard error of each value is between 5 and 10%, so the fall over the two decades, a factor of 4.7 in this sample, is known only roughly. No plateau appears.

### Thermally activated rates

Let w = νe^{−E/T}, with an attempt rate ν common to all bonds and barriers E uniform between E_0 − h and E_0 + h. The mean reciprocal is an elementary integral:

⟨1/w⟩ = (1/ν)(1/2h) ∫ e^{E/T} dE = (e^{E_0/T}/ν)(T/2h)(e^{h/T} − e^{−h/T}).

With the disorder factor F = sinh(h/T)/(h/T),

⟨1/w⟩ = F e^{E_0/T}/ν,  D = a²νe^{−E_0/T}/F.  (21)

The mean rate contains e^{−E/T} in place of e^{E/T}. Since the barriers are distributed symmetrically about E_0, this gives the same factor, ⟨w⟩ = Fνe^{−E_0/T}. The initial diffusivity exceeds the final one by

a²⟨w⟩/D = ⟨w⟩⟨1/w⟩ = F².  (22)

For h much smaller than T, F tends to 1 and the disorder ceases to matter.

The apparent activation energy is the slope of ln D against −1/T. Writing β = 1/T and taking ν as independent of temperature, (21) gives

ln D = ln(a²ν) − βE_0 + ln(βh) − ln sinh(βh),

E_a = −d ln D/dβ = E_0 + h coth(h/T) − T.  (23)

For T much larger than h, coth(h/T) ≈ T/h + h/(3T), and E_a ≈ E_0 + h²/(3T). For T much smaller than h, E_a ≈ E_0 + h − T, just below the highest barrier. An Arrhenius plot of such a chain is therefore curved, and its slope is not the mean barrier.

### The worked example

The parameters are round model values: a = 4.0 Å, ν = 1.0 × 10¹³ s⁻¹, E_0 = 1.00 eV, h = 0.20 eV and T = 0.10 eV, which is 1160 K. Hence h/T = 2 and E_0/T = 10.

- Rate at the middle barrier: 10¹³ × e^{−10} = 4.54 × 10⁸ s⁻¹.
- Disorder factor: F = sinh(2)/2 = 1.813.
- Mean reciprocal rate: 1.813/(4.54 × 10⁸ s⁻¹) = 3.99 × 10⁻⁹ s.
- Diffusivity: D = 16 Å²/(3.99 × 10⁻⁹ s) = 4.01 × 10⁹ Å²/s.

The main result converts to 4.01 × 10⁻⁷ cm²/s, or 3.46 × 10⁻⁷ atomic units, the atomic unit of diffusivity being ħ/m_e. The ratio (22) is 1.813² = 3.29, the factor from the opening.

The apparent activation energy is 1.00 + 0.20 coth(2) − 0.10 = 1.11 eV, about 0.11 eV above the mean barrier. The reason is the unequal weight of the bonds. The highest quarter of the barriers, from E_0 + h/2 to E_0 + h, holds the fraction

(e² − e¹)/(e² − e^{−2}) = 0.64

of the total resistance. By the symmetry of the distribution, the lowest quarter supplies the same fraction of the mean rate. The initial and the final diffusivity are thus governed by opposite ends of the barrier distribution.

### How fast the limit is approached

Evolving 100 random chains of 440 bonds gives the following disorder averages. Time is in units of the reciprocal rate at the middle barrier, and the uncertainty is one standard error.

- t = 0.0001: E[x²]/(2tD) = 3.29 ± 0.22
- t = 1: 1.89 ± 0.09
- t = 10: 1.24 ± 0.04
- t = 100: 1.064 ± 0.017
- t = 1000: 1.030 ± 0.009

The first value agrees with F² = 3.29 more closely than its standard error would lead one to expect, which is chance. The last time is 1000/(4.54 × 10⁸ s⁻¹) = 2.2 μs. The ratio there is still above 1 by about three standard errors, so an excess of a few per cent remains. Inequality (15) guarantees that it disappears but gives no rate, and these data are too few to establish one.

### How many bonds are enough

A film formed by a single channel of N bonds has its own value D_N. For independent bonds, the relative standard deviation of the average reciprocal is s/√N, with s² = ⟨1/w²⟩/R² − 1. For the uniform barriers, ⟨1/w²⟩ follows from the integral for ⟨1/w⟩ by replacing 1/T with 2/T, which gives e^{2E_0/T} sinh(2h/T)/(2h/T)/ν². With sinh(2y) = 2 sinh y cosh y and y = h/T,

s² = (sinh y cosh y/y)(y²/sinh² y) − 1 = y coth y − 1 = (E_a − E_0)/T.  (24)

The last equality uses (23). In the example s² = 0.1075/0.10 = 1.075. For 50 bonds the relative standard deviation is √(1.075/50) = 0.15. The random film of 50 bonds in the numerical output has D_N = 0.667 against 0.551 for the infinite chain, in units of a² times the rate at the middle barrier. Its average reciprocal is 17% below R, or 1.2 standard deviations. A standard deviation of 5% needs 1.075/0.05² = 430 bonds, about 0.17 μm of this chain. For a shorter channel (18) with the actual bonds is the appropriate formula. A film of many independent channels side by side carries the sum of their currents and shows the average of D_N over the channels, which lies above D: in the example by about 2% for 50 bonds and 13% for 10. The scatter s/√N is that of the average reciprocal, and it carries over to D_N only while it is small.

### Points for implementation

**Which rate to average.** The rate in (1) is that of one bond in one direction. If a uniform chain is described by its total escape rate Γ = 2w, then D = a²Γ/2. In a random chain the mean residence time on a site, τ = ⟨1/(w_n + w_{n−1})⟩, cannot replace R. For positive u and v, (u + v)² ≥ 4uv, and therefore

1/(u + v) ≤ (1/u + 1/v)/4.

Averaging with u = w_n and v = w_{n−1} gives τ ≤ R/2, and so a²/(2τ) ≥ D. The residence time overestimates the diffusivity unless neighbouring rates are equal. A site beside one fast and one slow bond is left quickly, but mostly through the fast bond, and the walker then has to come back across that bond before it can pass the slow one.

**A check on a time evolution.** The average of q tests an evolution code at finite times, without waiting for the limit. In a chain cut off at the sites ±B, the outermost site lacks one bond. At site B the missing term in Lq is 2B + 1, so that Lq = 2 − (2B + 1) there, and the same holds at −B. Therefore

dE[q]/dt = 2 − (2B + 1)(p_B + p_{−B}).  (25)

The deficit 2t − E[q] is thus 2B + 1 times the time integral of the probability on the two end sites, and it stays negligible as long as the walker has hardly reached them. In the 100 chains above, with B = 220, the largest relative deviation of E[q] from 2t, at times from 1 to 1000, was 6 × 10⁻⁹. The chains were long enough, and the remaining 3% excess in E[x²] is not an effect of their ends.

**Sampling the slow bonds.** An estimate of R from a finite sample of rates rests on its slowest members. By (24), s² grows as h/T − 1 when T is well below h, so the number of bonds needed for a given relative error rises on cooling. If the running average of 1/w keeps growing as bonds are added, R may be infinite, and a diffusivity should not be quoted before this has been settled from the distribution of the rates.

Calculated quantities

```
lattice spacing a = 4.0 angstrom
attempt rate nu = 1.0e+13 1/s
middle barrier E0 = 1.00 eV
half width h = 0.20 eV
thermal energy kT = 0.10 eV (T = 1160 K)
rate at middle barrier = 4.5400e+08 1/s
mean rate <w> = 8.2330e+08 1/s
mean reciprocal rate <1/w> = 3.9943e-09 s
disorder factor sinh(h/kT)/(h/kT) = 1.8134
D = a^2/<1/w> = 4.0057e+09 angstrom^2/s
D converted = 4.0057e-07 cm^2/s
D converted = 3.4601e-07 atomic units
a^2 <w> (short-time value) = 1.3173e+10 angstrom^2/s
ratio a^2 <w> / D = 3.2885
apparent activation energy = 1.1075 eV
resistance share, highest quarter of barriers = 0.6439
random chains: 100, bonds in each: 440
time unit below: 1/(rate at middle barrier)
t = 0.0001: E[x^2]/(2 t D) = 3.288 +- 0.218 (standard error)
t = 1: E[x^2]/(2 t D) = 1.892 +- 0.088 (standard error)
t = 10: E[x^2]/(2 t D) = 1.236 +- 0.039 (standard error)
t = 100: E[x^2]/(2 t D) = 1.064 +- 0.017 (standard error)
t = 1000: E[x^2]/(2 t D) = 1.030 +- 0.009 (standard error)
largest relative error of E[q] = 2t: 5.8e-09
long chain, bonds per side = 400000
q/(n^2 <1/w>), right side = 0.9996
q/(n^2 <1/w>), left side = 1.0002
film and cell values: unit a^2 times rate at middle barrier
infinite-chain D in this unit = 0.5514
film of 50 bonds, D from flux = 0.666704
same film, D from series sum = 0.666704
cell of 12 bonds, D from wave decay = 0.593691
same cell, D from series sum = 0.593694
infinite <1/w>, w = u^2: time unit 1/(largest rate)
t = 10: E[n^2]/(2 t) = 0.1692 (largest rate)
t = 100: E[n^2]/(2 t) = 0.0805 (largest rate)
t = 1000: E[n^2]/(2 t) = 0.0362 (largest rate)
```
